# Lowest level of an electron in a 2 nm well: a numerical check

```python
"""Lowest level of a free electron in an infinite well of width L.

Result under test: E_1 = h^2 / (8 m L^2), which is 0.094 eV for L = 2 nm.
Symbols: h Planck constant, hbar = h/(2 pi), m electron mass, L well width,
E_n level n measured from the well bottom, k wave number.
Working units are nm and eV; C = hbar^2/(2m) is in eV nm^2.
The film example uses rough typical values for silver.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
L = 2.0


def grid_levels(potential, step, count, mass_ratio=1.0):
    """Lowest eigenvalues of the finite-difference Hamiltonian, in eV."""
    hop = C / mass_ratio / step**2
    diagonal = 2 * hop + potential
    off = -hop * np.ones(len(potential) - 1)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


def hard_wall_levels(width, count, mass_ratio=1.0, step=0.001):
    intervals = int(round(width / step))
    return grid_levels(np.zeros(intervals - 1), step, count, mass_ratio)


def level(n, width=L, mass_ratio=1.0):
    """Derived formula, evaluated in SI units and converted to eV."""
    joule = n**2 * const.h**2 / (8 * mass_ratio * const.m_e
                                 * (width * 1e-9)**2)
    return joule / const.e


# Symbolic check of the states, including free motion in the film plane.
x, y, w, q, c = sp.symbols("x y w q c", positive=True)
n = sp.symbols("n", integer=True, positive=True)
psi = sp.sqrt(2 / w) * sp.sin(n * sp.pi * x / w)
assert psi.subs(x, 0) == 0 and sp.simplify(psi.subs(x, w)) == 0
assert sp.simplify(sp.integrate(psi.subs(n, 1)**2, (x, 0, w)) - 1) == 0
film = psi * sp.exp(sp.I * q * y)
h_film = -c * (sp.diff(film, x, 2) + sp.diff(film, y, 2))
energy = c * (n * sp.pi / w)**2 + c * q**2
assert sp.simplify(h_film - energy * film) == 0

# Complete low spectrum from the grid: nothing lies at or below zero.
E1 = level(1)
numeric = hard_wall_levels(L, 8)
formula = np.array([level(j) for j in range(1, 9)])
assert numeric[0] > 0
assert np.allclose(numeric, formula, rtol=5e-5)
assert abs(E1 - 0.094) < 0.0005
for width in (1.0, 3.0):
    assert np.isclose(hard_wall_levels(width, 1)[0], level(1, width),
                      rtol=1e-5)

# The mean kinetic energy from the slope of the state, and a trial bound.
ground = psi.subs(n, 1)
slope_integral = sp.integrate(sp.diff(ground, x)**2, (x, 0, w))
assert np.isclose(C * float(slope_integral.subs(w, L)), E1, rtol=1e-8)
trial = x * (w - x)
ratio = (sp.integrate(sp.diff(trial, x)**2, (x, 0, w))
         / sp.integrate(trial**2, (x, 0, w)))
assert sp.simplify(ratio - 10 / w**2) == 0
trial_energy = C * float(ratio.subs(w, L))
assert E1 < trial_energy < 1.02 * E1

# Silver film: rough lattice constant (nm) and work function (eV).
lattice = 0.41
work_function = 4.5
density = 4 / lattice**3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
E_fermi = C * k_fermi**2
for width in (1.0, 1.5, 2.0, 2.5):
    below = int(np.sum(hard_wall_levels(width, 14) < E_fermi))
    assert below == int(k_fermi * width / np.pi)
occupied = int(np.sum(numeric < E_fermi))
spacing_fermi = numeric[occupied] - numeric[occupied - 1]
assert np.isclose(spacing_fermi, (2 * occupied + 1) * E1, rtol=1e-3)

# Finite walls: phase condition against diagonalization in a larger box.
depth = E_fermi + work_function
k_depth = np.sqrt(depth / C)
k_finite = brentq(lambda k: k * L - np.pi + 2 * np.arcsin(k / k_depth),
                  1e-6, np.pi / L)
E_finite = C * k_finite**2
step, margin = 0.002, 1.0
points = -margin + step * (np.arange(int(round((L + 2 * margin) / step)))
                           + 0.5)
walls = np.where((points > 0) & (points < L), 0.0, depth)
assert np.isclose(grid_levels(walls, step, 1)[0], E_finite, rtol=2e-4)
E_wide = level(1, L + 2 / k_depth)
assert np.isclose(E_wide, E_finite, rtol=1e-3)

# One more atomic layer, and a changed mass along the normal.
layer = lattice / 2
E_layer = level(1, L + layer)
assert np.isclose(hard_wall_levels(L + layer, 1)[0], E_layer, rtol=1e-5)
mass_ratio = 0.9
E_mass = level(1, L, mass_ratio)
assert np.isclose(hard_wall_levels(L, 1, mass_ratio)[0], E_mass, rtol=1e-5)


def leaky_level(strength):
    """Hard wall at 0, thin barrier at L, outgoing wave beyond it.

    The barrier makes the slope jump by 2*strength/L times psi.
    Returns transmission at k = pi/L and the level width in eV.
    """
    u = np.pi
    matching = np.array([[1, -1], [1j * u, 1j * u - 2 * strength]])
    _, transmitted = np.linalg.solve(matching, np.array([-1, 1j * u]))
    start = mp.mpc(np.pi * (1 - 0.5 / strength),
                   -np.pi**2 / (4 * strength**2))
    root = mp.findroot(
        lambda z: z * mp.cos(z) - (1j * z - 2 * strength) * mp.sin(z),
        (start, start * 1.001))
    assert abs(root.real - np.pi) < 0.6 and root.imag < 0
    return abs(transmitted)**2, float(-2 * (root**2).imag) * C / L**2


# The simple width is leading order in 1/strength, hence these tolerances.
for strength, tolerance in ((10, 0.25), (100, 0.03)):
    transmission, width_pole = leaky_level(strength)
    assert abs(transmission * E1 / np.pi / width_pole - 1) < tolerance
transmission, width_pole = leaky_level(10)
width_simple = transmission * E1 / np.pi

thermal = const.k * 300 / const.e
assert thermal < numeric[1] - numeric[0] < spacing_fermi


def change(value):
    return 100 * (value / E1 - 1)


print("IDEAL WELL")
print(f"Planck constant h = {const.h:.6e} J s")
print(f"electron mass m = {const.m_e:.6e} kg")
print(f"elementary charge = {const.e:.6e} C")
print(f"well width L = {L:.1f} nm")
print(f"wave number pi/L = {np.pi / L:.4f} 1/nm")
print(f"h^2/(8m) = {C * np.pi**2:.5f} eV nm^2")
print(f"E_1 = {E1 * const.e:.4e} J")
print(f"E_1 from formula = {E1:.5f} eV")
print(f"E_1 from grid diagonalization = {numeric[0]:.5f} eV")
print(f"trial-function energy = {trial_energy:.5f} eV")
print(f"trial energy above E_1 by {change(trial_energy):.2f} %")
print(f"E_2 = {level(2):.4f} eV")
print(f"E_2 - E_1 = {level(2) - E1:.4f} eV")
print("SILVER FILM, ROUGH INPUTS")
print(f"lattice constant = {lattice:.2f} nm")
print(f"work function = {work_function:.1f} eV")
print(f"electron density = {density:.1f} 1/nm^3")
print(f"Fermi wave number = {k_fermi:.2f} 1/nm")
print(f"bulk Fermi energy = {E_fermi:.2f} eV")
print(f"k_F L/pi = {k_fermi * L / np.pi:.2f}")
print(f"subband bottoms below Fermi energy = {occupied}")
print(f"subband spacing across Fermi energy = {spacing_fermi:.2f} eV")
print(f"thickness period pi/k_F = {np.pi / k_fermi:.3f} nm")
print("NEGLECTED EFFECTS")
print(f"wall height = {depth:.2f} eV")
print(f"penetration length 1/k_0 = {1 / k_depth:.4f} nm")
print(f"E_1 with finite walls = {E_finite:.4f} eV")
print(f"change from finite walls = {change(E_finite):.1f} %")
print(f"E_1 from widened hard-wall well = {E_wide:.4f} eV")
print(f"one atomic layer = {layer:.3f} nm")
print(f"E_1 with one more layer = {E_layer:.4f} eV")
print(f"change from one more layer = {change(E_layer):.1f} %")
print(f"illustrative mass ratio = {mass_ratio:.1f}")
print(f"E_1 with that mass = {E_mass:.4f} eV")
print(f"change from that mass = {change(E_mass):.1f} %")
print(f"k_B T at 300 K = {thermal:.4f} eV")
print(f"model interface transmission = {transmission:.3f}")
print(f"level width, simple estimate = {width_simple:.5f} eV")
print(f"level width, outgoing-wave state = {width_pole:.5f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
IDEAL WELL
Planck constant h = 6.626070e-34 J s
electron mass m = 9.109384e-31 kg
elementary charge = 1.602177e-19 C
well width L = 2.0 nm
wave number pi/L = 1.5708 1/nm
h^2/(8m) = 0.37603 eV nm^2
E_1 = 1.5062e-20 J
E_1 from formula = 0.09401 eV
E_1 from grid diagonalization = 0.09401 eV
trial-function energy = 0.09525 eV
trial energy above E_1 by 1.32 %
E_2 = 0.3760 eV
E_2 - E_1 = 0.2820 eV
SILVER FILM, ROUGH INPUTS
lattice constant = 0.41 nm
work function = 4.5 eV
electron density = 58.0 1/nm^3
Fermi wave number = 11.98 1/nm
bulk Fermi energy = 5.47 eV
k_F L/pi = 7.63
subband bottoms below Fermi energy = 7
subband spacing across Fermi energy = 1.41 eV
thickness period pi/k_F = 0.262 nm
NEGLECTED EFFECTS
wall height = 9.97 eV
penetration length 1/k_0 = 0.0618 nm
E_1 with finite walls = 0.0834 eV
change from finite walls = -11.3 %
E_1 from widened hard-wall well = 0.0834 eV
one atomic layer = 0.205 nm
E_1 with one more layer = 0.0773 eV
change from one more layer = -17.7 %
illustrative mass ratio = 0.9
E_1 with that mass = 0.1045 eV
change from that mass = 11.1 %
k_B T at 300 K = 0.0259 eV
model interface transmission = 0.090
level width, simple estimate = 0.00269 eV
level width, outgoing-wave state = 0.00234 eV
ALL CHECKS PASSED
```
